# Nuclear shift and relaxation from dilute band carriers, and the Korringa crossover: a numerical check

```python
"""Contact shift K and nuclear relaxation rate 1/T1 from parabolic-band carriers.

Result under test, for n*lam**3 << 1:
    K = (2/3) eta mu0 mu_s**2 n/(k T)
    1/T1 = 2 a**2 n/(hbar k T lam**3), proportional to n sqrt(T)
and the crossover to Korringa behaviour at T = 16 T_F/(9 pi).
n: carrier density; m: effective mass; eta: density enhancement at the nucleus;
mu_s: electron spin moment; lam: thermal wavelength; T_F: Fermi temperature;
a = (2/3) mu0 g muB hbar gamma_n eta: contact coupling (energy times volume).
The full curves use Fermi integrals at fixed n, with no limiting formula.
SI units throughout, except where a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, k1

hbar, kB, mu0 = const.hbar, const.k, const.mu_0
muB = const.physical_constants["Bohr magneton"][0]
g_e = abs(const.physical_constants["electron g factor"][0])
mu_s = g_e * muB / 2
gamma_e = g_e * muB / hbar

# Round model parameters
mass_ratio = 0.5
mass = mass_ratio * const.m_e
density = 1.0e24
eta = 1000.0
gamma_n = 2 * np.pi * 10.0e6
coupling = (2 / 3) * mu0 * g_e * muB * hbar * gamma_n * eta
dos_const = (2 * mass / hbar**2) ** 1.5 / (4 * np.pi**2)

nodes, weights = np.polynomial.legendre.leggauss(600)


def fermi_moment(power, alpha, thermal=False):
    """Integral of x**power times f, or times f(1-f), with x = E/kT = u**2."""
    u_max = np.sqrt(max(alpha, 0.0) + 45.0)
    u = 0.5 * u_max * (nodes + 1)
    occupation = expit(alpha - u**2)
    factor = occupation * expit(u**2 - alpha) if thermal else occupation
    return 0.5 * u_max * np.sum(weights * 2 * u ** (2 * power + 1) * factor)


def reduced_mu(n, T):
    target = n / (2 * dos_const * (kB * T) ** 1.5)
    return brentq(lambda al: np.log(fermi_moment(0.5, al) / target),
                  -40, 200, xtol=1e-12)


def shift(n, T):
    """Shift from the spin populations in a small magnetic field."""
    alpha, h = reduced_mu(n, T), 1e-3
    field = h * kB * T / mu_s
    excess = dos_const * (kB * T) ** 1.5 * (
        fermi_moment(0.5, alpha + h) - fermi_moment(0.5, alpha - h))
    return coupling * excess / (2 * hbar * gamma_n * field)


def rate(n, T):
    """Golden-rule rate from the integral of D**2 f(1-f)."""
    integral = fermi_moment(1.0, reduced_mu(n, T), thermal=True)
    return np.pi / hbar * coupling**2 * dos_const**2 * (kB * T) ** 2 * integral


def wavelength(T):
    return np.sqrt(2 * np.pi * hbar**2 / (mass * kB * T))


def shift_dilute(n, T):
    return (2 / 3) * eta * mu0 * mu_s**2 * n / (kB * T)


def rate_dilute(n, T):
    return 2 * coupling**2 * n / (hbar * kB * T * wavelength(T) ** 3)


def slope_T(func, T, step=0.01):
    return np.log(func(density, T * np.exp(step))
                  / func(density, T * np.exp(-step))) / (2 * step)


E_F = hbar**2 * (3 * np.pi**2 * density) ** (2 / 3) / (2 * mass)
T_F = E_F / kB
shift_pauli = (2 / 3) * eta * mu0 * mu_s**2 * 1.5 * density / E_F
korringa_const = 4 * np.pi * kB / hbar * (gamma_n / gamma_e) ** 2
korringa_slope = korringa_const * shift_pauli**2


def korringa_ratio(T):
    return korringa_const * shift(density, T) ** 2 * T / rate(density, T)


# Contact field: add the central fields of current rings on a magnetised ball.
ring_sum = quad(lambda th: np.sin(th) * np.sin(th) ** 2 / 2, 0, np.pi)[0]
assert abs(ring_sum - 2 / 3) < 1e-10

# Flip-flop matrix element of I.S from spin matrices.
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
dot_product = sum(np.kron(s, s) for s in (sx, sy, sz))
assert abs(dot_product[1, 2] - 0.5) < 1e-14

# Golden rule: exact decay of one state into a ladder of levels, hbar = 1.
levels = np.arange(-200, 201).astype(float)
link = 0.5
ladder = np.diag(np.concatenate(([0.0], levels)))
ladder[0, 1:] = ladder[1:, 0] = link
energies, vectors = np.linalg.eigh(ladder)
for time in (0.5, 1.0, 2.0):
    survival = abs(np.sum(vectors[0] ** 2 * np.exp(-1j * energies * time))) ** 2
    # One per cent allows for the finite width of the ladder.
    assert abs(survival / np.exp(-2 * np.pi * link**2 * time) - 1) < 0.01

# Rate from the time correlation of free Boltzmann carriers at one point.
T_test = 300.0
lam = wavelength(T_test)
time_integral = quad(lambda tau: abs((0.5 - 1j * tau) ** (-1.5)) ** 2,
                     -np.inf, np.inf)[0]
rate_time = (coupling**2 / (2 * hbar**2) * density * lam**3 / 2
             * lam**-6 * hbar / (kB * T_test) * time_integral)
assert abs(rate_time / rate_dilute(density, T_test) - 1) < 1e-7

# Closed form of the relaxation integral at any degeneracy.
for alpha in (-5.0, 0.0, 3.0, 20.0):
    direct = fermi_moment(1.0, alpha, thermal=True)
    assert abs(direct / np.logaddexp(0, alpha) - 1) < 1e-8

# Dilute limit: magnitudes, powers of T and n, and first corrections.
T_hot = 50 * T_F
assert abs(shift(density, T_hot) / shift_dilute(density, T_hot) - 1) < 2e-3
assert abs(rate(density, T_hot) / rate_dilute(density, T_hot) - 1) < 2e-3
slope_shift_hot = slope_T(shift, T_hot)
slope_rate_hot = slope_T(rate, T_hot)
assert abs(slope_shift_hot + 1) < 2e-3
assert abs(slope_rate_hot - 0.5) < 2e-3
for func in (shift, rate):
    n_slope = np.log(func(1.02 * density, T_hot)
                     / func(density, T_hot)) / np.log(1.02)
    assert abs(n_slope - 1) < 2e-3
y_small = 0.01
n_small = 2 * y_small / lam**3
loss_shift = (1 - shift(n_small, T_test) / shift_dilute(n_small, T_test)) / y_small
loss_rate = (1 - rate(n_small, T_test) / rate_dilute(n_small, T_test)) / y_small
assert abs(loss_shift * 2 * np.sqrt(2) - 1) < 0.03
assert abs(loss_rate / (0.5 - 1 / (2 * np.sqrt(2))) - 1) < 0.03

# Degenerate limit and its first correction.
T_cold = 0.05 * T_F
for reduced in (shift(density, T_cold) / shift_pauli,
                rate(density, T_cold) / (korringa_slope * T_cold)):
    assert abs((1 - reduced) / 0.05**2 / (np.pi**2 / 12) - 1) < 0.03

# Crossovers: extend the computed cold and hot curves until they meet.
T_low, T_high = 0.02 * T_F, 300 * T_F
T_rate = 16 * T_F / (9 * np.pi)
T_shift = 2 * T_F / 3
T_rate_found = ((rate(density, T_high) / np.sqrt(T_high))
                / (rate(density, T_low) / T_low)) ** 2
T_shift_found = shift(density, T_high) * T_high / shift(density, T_low)
assert abs(T_rate_found / T_rate - 1) < 2e-3
assert abs(T_shift_found / T_shift - 1) < 2e-3
n_cross = 9 * np.pi / 8 / lam**3
n_low, n_high = 2e-4 / lam**3, 530 / lam**3
n_found = ((rate(n_high, T_test) / n_high ** (2 / 3))
           / (rate(n_low, T_test) / n_low)) ** 3
assert abs(n_found / n_cross - 1) < 3e-3

# Korringa ratio: bounded by one, falling with T, with the stated hot limit.
grid = T_F * np.geomspace(0.05, 50, 30)
ratios = np.array([korringa_ratio(T) for T in grid])
assert np.all(ratios < 1) and np.all(np.diff(ratios) < 0)
assert abs(ratios[-1] / (np.sqrt(np.pi) / 3 * 50**-1.5) - 1) < 3e-3

# The rate exponent falls steadily from 1 to 1/2.
exponents = np.array([slope_T(rate, T) for T in grid])
assert np.all(np.diff(exponents) < 0)
T_middle = brentq(lambda T: slope_T(rate, T) - 0.75, 0.1 * T_F, 5 * T_F)


# Electron Zeeman energy in the dilute rate, at fixed total density.
def field_factor(h):
    return h * k1(h) / np.cosh(h)


for h in (0.05, 0.2, 1.0):
    overlap = quad(lambda x: np.sqrt((x - h) * (x + h)) * np.exp(-x),
                   h, 60, limit=300)[0]
    up = quad(lambda x: np.sqrt(x - h) * np.exp(-x), h, 60, limit=300)[0]
    down = quad(lambda x: np.sqrt(x + h) * np.exp(-x), -h, 60, limit=300)[0]
    factor = overlap * np.sqrt(np.pi) / (up + down)
    assert abs(factor / field_factor(h) - 1) < 1e-5
field = 10.0
h_field = mu_s * field / (kB * T_test)

print(f"effective mass / electron mass: {mass_ratio:.2f}")
print(f"carrier density n: {density:.3e} m^-3")
print(f"density enhancement eta: {eta:.0f}")
print(f"gamma_n/(2 pi): {gamma_n / (2e6 * np.pi):.2f} MHz/T")
print(f"contact coupling a: {coupling:.4e} J m^3")
print(f"Fermi energy: {E_F / const.e * 1e3:.3f} meV")
print(f"Fermi temperature T_F: {T_F:.2f} K")
print(f"degenerate shift: {shift_pauli * 1e6:.3f} ppm")
print(f"Korringa slope 1/(T1 T): {korringa_slope:.4e} s^-1 K^-1")
print(f"rate crossover: {T_rate:.2f} K = {T_rate / T_F:.4f} T_F")
print(f"same, from extended computed curves: {T_rate_found:.2f} K")
print(f"shift crossover: {T_shift:.2f} K = {T_shift / T_F:.4f} T_F")
print(f"same, from extended computed curves: {T_shift_found:.2f} K")
print(f"rate exponent 3/4 at: {T_middle:.2f} K = {T_middle / T_F:.4f} T_F")
print(f"full rate at rate crossover: {rate(density, T_rate):.5f} s^-1")
print(f"Korringa asymptote there: {korringa_slope * T_rate:.5f} s^-1")
print(f"thermal wavelength at 300 K: {lam * 1e9:.4f} nm")
print(f"n lam^3 at 300 K: {density * lam**3:.5f}")
print(f"crossover density at 300 K: {n_cross:.4e} m^-3")
print(f"dilute shift at 300 K: {shift_dilute(density, 300.0) * 1e6:.4f} ppm")
print(f"dilute rate at 300 K: {rate_dilute(density, 300.0):.5f} s^-1")
print(f"dilute T1 at 300 K: {1 / rate_dilute(density, 300.0):.4f} s")
print(f"at 50 T_F, exponent of T in shift: {slope_shift_hot:.4f}")
print(f"at 50 T_F, exponent of T in rate: {slope_rate_hot:.4f}")
print(f"h at {field:.0f} T and 300 K: {h_field:.5f}")
print(f"field factor in dilute rate there: {field_factor(h_field):.5f}")
print("full results: T (K), shift (ppm), 1/T1 (s^-1), rate exponent, S")
for T in (5.0, 10.0, 20.0, 50.0, 100.0, 300.0, 600.0, 1200.0):
    print(f"{T:6.0f} {shift(density, T) * 1e6:9.4f} {rate(density, T):9.5f}"
          f" {slope_T(rate, T):7.4f} {korringa_ratio(T):8.5f}")
print("finished without a failed check")
```

Output:

```
effective mass / electron mass: 0.50
carrier density n: 1.000e+24 m^-3
density enhancement eta: 1000
gamma_n/(2 pi): 10.00 MHz/T
contact coupling a: 1.0308e-52 J m^3
Fermi energy: 7.293 meV
Fermi temperature T_F: 84.63 K
degenerate shift: 92.713 ppm
Korringa slope 1/(T1 T): 1.8006e-03 s^-1 K^-1
rate crossover: 47.89 K = 0.5659 T_F
same, from extended computed curves: 47.92 K
shift crossover: 56.42 K = 0.6667 T_F
same, from extended computed curves: 56.44 K
rate exponent 3/4 at: 44.62 K = 0.5272 T_F
full rate at rate crossover: 0.07064 s^-1
Korringa asymptote there: 0.08623 s^-1
thermal wavelength at 300 K: 6.0860 nm
n lam^3 at 300 K: 0.22543
crossover density at 300 K: 1.5678e+25 m^-3
dilute shift at 300 K: 17.4364 ppm
dilute rate at 300 K: 0.21582 s^-1
dilute T1 at 300 K: 4.6334 s
at 50 T_F, exponent of T in shift: -0.9989
at 50 T_F, exponent of T in rate: 0.5005
h at 10 T and 300 K: 0.02242
field factor in dilute rate there: 0.99864
full results: T (K), shift (ppm), 1/T1 (s^-1), rate exponent, S
     5   92.4434   0.00898  0.9942  0.99707
    10   91.5793   0.01779  0.9758  0.98727
    20   87.5138   0.03433  0.9085  0.93450
    50   67.0457   0.07289  0.7259  0.64587
   100   43.4548   0.11529  0.6060  0.34311
   300   16.7702   0.21236  0.5238  0.08322
   600    8.5972   0.30346  0.5086  0.03061
  1200    4.3375   0.43076  0.5031  0.01098
finished without a failed check
```
